# Why the liquid in a transient liquid-phase bond widens, then shrinks

**Question.** Two pieces of metal are joined by a thin filler containing a solute that lowers the melting point. At the bonding temperature the filler is liquid and the base metal is solid. The temperature is then held fixed. Why does the liquid first eat into the base metal, and later freeze although nothing is cooled?

**Answer.** Two solute currents meet at the solid–liquid interface, and the interface moves according to their difference.

At the bonding temperature, liquid and solid can coexist when the liquid contains the liquidus fraction \(c_L\) of solute and the solid contains the smaller solidus fraction \(c_S\). The molten filler starts richer than this, at \(c_0>c_L\). Its excess solute diffuses to the interface and allows base metal to dissolve. Meanwhile the solid draws solute away from the interface. The supply from the liquid is usually much the larger at first, but it comes from a finite store that soon levels out. The drain into a thick solid is weaker but lasts.

Once the liquid is uniform at \(c_L\), losing more solute cannot make it more dilute, because liquid below \(c_L\) is not stable at this temperature. Instead some liquid becomes solid. Each unit volume that freezes releases solute \(c_L-c_S\), which feeds the drain, and the remaining liquid stays at \(c_L\). Freezing is driven by loss of solute, while the latent heat is conducted away.

**The interface balance**

Let the joint be flat and symmetric, with its midplane at \(x=0\) and liquid in \(0<x<s(t)\). The initial half-width is \(s_0\), and the solid starts free of solute. I assume constant diffusivities \(D_L\) and \(D_S\), equal molar volumes, no convection, and local equilibrium at the interface. Positive currents point outward:

\[
J_L=-D_L\left.\frac{\partial c}{\partial x}\right|_{s^-},\qquad
J_S=-D_S\left.\frac{\partial c}{\partial x}\right|_{s^+}.
\]

When the interface advances by \(ds\), a slice of solid at \(c_S\) becomes liquid at \(c_L\). This takes solute \((c_L-c_S)\,ds\), which must equal what arrives minus what leaves:

\[
(c_L-c_S)\frac{ds}{dt}=J_L-J_S .
\]

Since \(c_L>c_S\), the liquid widens when \(J_L>J_S\), shrinks when \(J_L<J_S\), and is widest when the two are equal.

**When does it widen at first?**

While \(\sqrt{D_Lt}\ll s_0\), the midplane has not yet responded, and both phases act as half-spaces. There is then no fixed length in the problem, so try \(s=s_0+2\lambda\sqrt t\). With \(\xi=x-s_0\), the function \(\operatorname{erfc}(\pm\xi/2\sqrt{Dt})\) solves the diffusion equation and is constant on the moving interface \(\xi=2\lambda\sqrt t\). Matching the far and interface values gives

\[
c_{\rm liq}=c_0-(c_0-c_L)\frac{\operatorname{erfc}(-\xi/2\sqrt{D_Lt})}{\operatorname{erfc}(-\lambda/\sqrt{D_L})},\qquad
c_{\rm sol}=c_S\frac{\operatorname{erfc}(\xi/2\sqrt{D_St})}{\operatorname{erfc}(\lambda/\sqrt{D_S})}.
\]

Because \(d\operatorname{erfc}(u)/du=-(2/\sqrt\pi)e^{-u^2}\), the currents are

\[
J_L=(c_0-c_L)\sqrt{\frac{D_L}{\pi t}}\,G\!\left(\frac{-\lambda}{\sqrt{D_L}}\right),\quad
J_S=c_S\sqrt{\frac{D_S}{\pi t}}\,G\!\left(\frac{\lambda}{\sqrt{D_S}}\right),\quad
G(u)=\frac{e^{-u^2}}{\operatorname{erfc}(u)} .
\]

Now insert \(ds/dt=\lambda/\sqrt t\) in the interface balance and cancel \(1/\sqrt t\):

\[
\lambda(c_L-c_S)=(c_0-c_L)\sqrt{\frac{D_L}{\pi}}\,G\!\left(\frac{-\lambda}{\sqrt{D_L}}\right)-c_S\sqrt{\frac{D_S}{\pi}}\,G\!\left(\frac{\lambda}{\sqrt{D_S}}\right).
\]

The function \(G\) increases, because substituting \(w=u+v\) in the integral for \(\operatorname{erfc}(u)\) gives

\[
\frac1{G(u)}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-v^2-2uv}\,dv ,
\]

which falls as \(u\) rises. The right side of the equation for \(\lambda\) therefore decreases with \(\lambda\), while the left side increases from \(-\infty\) to \(+\infty\). They cross once, and the root has the sign of the right side at \(\lambda=0\), where \(G(0)=1\). Initial widening thus requires

\[
(c_0-c_L)\sqrt{D_L}>c_S\sqrt{D_S}.
\]

A filler richer than the liquidus is not enough by itself. To test this, I solved solute conservation on a fixed grid, with no interface condition imposed, for \(c_L=0.6\), \(c_S=0.3\), \(D_L=4\), \(D_S=1\) and \(s_0=10\) in dimensionless units. The threshold excess \(c_0-c_L\) is 0.15. At half that excess the interface had moved by \(-0.318\) at \(t=1\), and the law gives \(-0.318\). At twice the threshold it had moved by \(+0.492\), against \(+0.493\).

**Why must the widening stop?**

Per unit area, each half of the joint contains a fixed amount of solute, \(c_0s_0\). Diffusion cannot take the liquid below the lowest of its initial and interface values, which is \(c_L\), so the liquid holds at least \(c_Ls\). Therefore

\[
c_Ls\le c_0s_0\quad\Longrightarrow\quad s\le s_m=\frac{c_0s_0}{c_L}.
\]

Suppose for a moment that the solid accepts no solute, \(c_S=0\). Near the end of widening, write \(c=c_L+u\) with small \(u\). To first order the condition \(u=0\) can be applied at \(s_m\), since the remaining shift multiplies an already small gradient. With zero gradient at the midplane, the slowest mode is

\[
u\propto\cos\!\left(\frac{\pi x}{2s_m}\right)e^{-t/\tau},\qquad
\frac1\tau=\frac{\pi^2D_L}{4s_m^2}.
\]

The supply, and with it the distance left to \(s_m\), dies at this rate. The liquid then stays at \(s_m\). Dissolution alone produces a wider layer, but no shrinkage; that needs the drain.

With a drain into an unlimited base, the liquid cannot survive indefinitely. If it did, it would hold the face of the solid at \(c_S\) forever, and the solid's uptake would grow without bound, although the solute is finite.

**How fast does it shrink?**

Suppose the liquid levels out quickly and loses little solute while widening. Shrinkage then starts from \(s_m\), with \(J_L=0\) and a nearly solute-free solid. Put \(s=s_m-2\mu\sqrt{D_St}\). The solid profile found above still applies, with its origin at \(s_m\) and \(\lambda/\sqrt{D_S}\) replaced by \(-\mu\). Since \(\operatorname{erfc}(-\mu)=1+\operatorname{erf}\mu\),

\[
J_S=c_S\sqrt{\frac{D_S}{\pi t}}\,\frac{e^{-\mu^2}}{1+\operatorname{erf}\mu}.
\]

The velocity is \(ds/dt=-\mu\sqrt{D_S/t}\), so the balance \((c_L-c_S)\,ds/dt=-J_S\) becomes

\[
\sqrt\pi\,\mu\,\frac{c_L-c_S}{c_S}=\frac{e^{-\mu^2}}{1+\operatorname{erf}\mu}.
\]

Setting \(s=0\) gives the closure time

\[
t_f=\frac{s_m^2}{4\mu^2D_S}.
\]

For \(c_S\ll c_L\), \(\mu\) is small, the right side of its equation tends to 1, and \(\mu\approx c_S/(\sqrt\pi c_L)\). Then

\[
t_f\approx\frac{c_0^2s_0^2}{c_L^2}\,\frac{\pi c_L^2}{4c_S^2D_S}
=\frac{\pi(c_0s_0)^2}{4c_S^2D_S}.
\]

The liquidus cancels at leading order. A lower \(c_L\) makes the layer wider, but also more dilute, so the solid still has the same amount of solute to absorb.

**What if the base is thin?**

Let each side have solid thickness \(H\) and a closed outer face. If liquid remains at equilibrium with half-width \(s_\infty\), solute conservation reads

\[
c_0s_0=c_Ls_\infty+c_S(H+s_0-s_\infty),
\qquad
s_\infty=\frac{c_0s_0-c_S(H+s_0)}{c_L-c_S}.
\]

A positive \(s_\infty\) means that waiting longer will not close the joint. Closure in a finite time therefore needs \(c_S(H+s_0)>c_0s_0\). At equality the solid only approaches \(c_S\), and the liquid thins toward zero without reaching it.

**What are the times and widths in a nickel joint?**

Consider a 25 µm nickel–phosphorus filler between pieces of nickel at 1423 K, so \(s_0=12.5\) µm. Rough typical parameters are \(c_0=0.19\), \(c_L=0.10\), \(c_S=0.002\), \(D_L=2000\) µm²/s and \(D_S=20\) µm²/s.

Widening needs an excess of \(0.002\sqrt{20/2000}=2\times10^{-4}\). The filler has 0.09, so it widens. The early equation gives \(\lambda=14.90\) µm/s\(^{1/2}\), and at 0.005 s

\[
s=12.5+2(14.90)\sqrt{0.005}=14.61\ \text{µm}.
\]

A numerical solution that follows the interface through both phases also gives 14.61 µm. The bound and the levelling rate are

\[
s_m=\frac{0.19\times12.5}{0.10}=23.75\ \text{µm},\qquad
\frac1\tau=\frac{\pi^2(2000)}{4(23.75)^2}=8.75\ \text{s}^{-1},
\]

so \(\tau=0.114\) s. With the drain removed, the numerical solution shows the same rate, and the half-width is still 23.75 µm after \(10^5\) s. With the drain present, it gives these currents, in µm/s because \(c\) is a fraction:

| Time (s) | \(s\) (µm) | \(J_L\) | \(J_S\) |
|---|---|---|---|
| 0.00498 | 14.60 | 21.1 | 0.44 |
| 0.402 | 23.54 | 0.146 | 0.0128 |
| 1.99 | 23.62 | negligible | 0.0038 |
| 9850 | 13.66 | negligible | 0.00005 |

The supply starts 48 times larger than the drain, then collapses. The half-width peaks at 23.67 µm after 0.74 s, when about 11 µm of nickel has dissolved on each side. The full liquid width has grown from 25 to 47 µm.

For the shrinkage, \(\mu=0.01137\), and

\[
t_f=\frac{(23.75)^2}{4(0.01137)^2(20)}\approx5.5\times10^4\ \text{s}\approx15\ \text{h}.
\]

The interface-following solution reaches a half-width of 1 µm at 50107 s, against 50072 s from the shrinkage law. They agree to 0.07%; the widening stage delays the drain by less than a second, so the remaining difference is grid error. Closure takes about 70,000 times as long as widening. Two factors make it slow: diffusion in the solid is slower, and the solid can hold little solute. Raising \(c_L\) by 20%, with the other parameters fixed, changes \(t_f\) by just 0.25%.

**How does this compare with a real joint?**

The instantaneous start is the assumption a furnace breaks most plainly. Heating at 0.5 K/s from 1150 K, roughly where the filler melts, takes about 550 s, far longer than \(\tau\). The liquid then widens by following the liquidus as the temperature rises, so the 0.74 s belongs to a sudden start. With the diffusivity and solubility of the bonding temperature, the drain during heating is worth about 2.4 µm of half-width, a tenth of the maximum. This is generous: with the activation energy used below, \(D_S\) is over 100 times smaller at 1150 K, the ramp counts as only about 130 s of holding, and at fixed solubility the loss is roughly halved. The 15 h is also no better than its inputs: a solidus 10% lower lengthens it by 24%, and a bond 10 K colder by 16% through \(D_S\) alone, for a rough activation energy of 2.5 eV. Inputs of \(c_S=0.00166\) and \(D_S=18\) µm²/s, within the roughness of these values, give nearly 25 h. With a sudden start, dissolution would cool the interface by an estimated 4 K; during the ramp above, into a thick base, it is only about 0.1 K. A 5% volume mismatch between the filler foil and its melt changes \(s_0\), and with it the greatest half-width, by 5%, or 1.2 µm; it leaves the amount of solute, and so the leading-order closure time, unchanged. Grain boundaries 0.5 nm wide, with 1000 times the bulk diffusivity and 50 µm grains, carry about 2% of the drain. That ratio is generous, since it makes the boundary diffusivity ten times \(D_L\). Segregation of phosphorus to the boundaries multiplies their contribution: at the same diffusivity ratio, a segregation factor of 10 would raise the share to about 17% and a factor of 100 to two thirds, so the 2% is not an upper bound. Penetration of liquid along the boundaries lies outside this flat-interface model. Each side must be thicker than 1.175 mm to hold the solute, and near that bound the slab almost saturates: closure takes about 42 h at 1.18 mm, 30 h at 1.20 mm and 17 h at 1.5 mm. The bound grows roughly as \(1/c_S\): with a solidus 10% lower it is 1.31 mm, and a 1.2 mm base never closes. At 5 mm the outer face receives about 0.1% of the solidus fraction by closure, so the thick-base law applies. Base alloys with several solutes need a fuller model. The numerical output below lists the main estimates.

## Computed results

```
TESTS (dimensionless cases)
excess/threshold 0.5: shift grid -0.318, law -0.318
excess/threshold 2.0: shift grid +0.492, law +0.493
cycle t=0.02: half-width grid 1.303, front 1.306
cycle t=0.50: half-width grid 1.200, front 1.201
cycle t=2.00: half-width grid 0.674, front 0.674
cycle t=3.50: half-width grid 0.343, front 0.342
thin base: liquid left 0.933, balance 0.933
EXAMPLE Ni / Ni-P filler, rough typical inputs
temperature 1423 K, filler thickness 25.0 um
solute fractions: filler 0.19, liquidus 0.1, solidus 0.002
diffusivities: liquid 2000, solid 20 um^2/s
least c0-c_liq for widening: 2.0e-04
early coefficient lam: 14.90 um/s^0.5
half-width at 0.005 s: front 14.61, law 14.61 um
bound s_m on half-width: 23.75 um
levelling rate: front 8.75, law 8.75 1/s
levelling time 1/rate: 0.114 s
no drain: half-width after 1e5 s: 23.75 um
time s | half-width um | supply um/s | drain um/s | supply/drain
0.00498 | 14.60 | 2.11e+01 | 4.40e-01 | 48.037
0.0981 | 20.97 | 2.90e+00 | 6.77e-02 | 42.855
0.402 | 23.54 | 1.46e-01 | 1.28e-02 | 11.412
1.99 | 23.62 | negligible | 3.77e-03 | 0.000
98.7 | 22.74 | negligible | 5.02e-04 | 0.000
9.85e+03 | 13.66 | negligible | 5.02e-05 | 0.000
greatest half-width: 23.67 um at 0.74 s
greatest full width: 47.3 um
base metal dissolved per side: 11.17 um
shrinkage coefficient mu: 0.01137
half-width at 1e4 s: front 13.59, law 13.58 um
time to half-width 1 um: front 50107, law 50072 s
closure time: 54571 s = 15.2 h
closure time, small-solidus formula: 55377 s
closure time / time of greatest width: 7.3e+04
closure time change, liquidus +20%: +0.25 %
least base thickness per side: 1.18 mm
NEGLECTED EFFECTS (rough sizes)
diffusion reach at closure: 2.09 mm
5 mm part: far-wall fraction/solidus 1.4e-03
latent-heat cooling while widening: 4.1 K
heating at 0.5 K/s from 1150 K: 546 s, drain 2.4 um
grain-boundary share of drain, no segregation: 2 %
5% volume mismatch: half-width error 1.2 um
10 K colder, 2.5 eV: closure time +16 % via D_S
solidus 10% lower: closure time +24 %
```
